Rydberg scaling laws for polarisability, dipole coupling, C6 and blockade radius

A simulation of laser-driven atoms in an array needs a decision before it starts: for which pairs may the doubly excited state be left out? Keeping it for every pair makes the state space grow quickly; dropping it for distant pairs gives wrong dynamics. The scale of the dividing distance is the blockade radius, which follows from the van der Waals coefficient C6 of two Rydberg atoms and the Rabi frequency of the laser drive.

Hartree atomic units are used unless a unit is given. Each atom has one electron outside a closed core, and spin is neglected. Its levels are

E = −1/(2ν²), ν = n − δ_l,

where δ_l is the quantum defect. Both atoms are excited to the same ns state, and Δ = δ_s − δ_p.

**The estimate**

A Rydberg orbit has size ν². Levels differing by about one unit in ν are separated by dE/dν = ν⁻³. If no s and p levels coincide, three estimates follow.

- Polarisability is dipole squared over gap: (ν²)²/ν⁻³ = ν⁷.
- Exchange of an excitation between an ns and an np atom is resonant, so no gap enters. Its strength is a product of two dipoles: C3 ~ ν⁴.
- Two ns atoms have no permanent dipoles. Their interaction is second order, the square of ν⁴/R³ over a gap: ν⁸/(ν⁻³R⁶), so C6 ~ ν¹¹.

Since ν = n(1 − δ_l/n), these are also the leading powers of n. The estimate assumes that the numerical prefactors are neither zero nor infinite. That has to be checked.

**A solvable atom**

Quantum defects can be built into the radial equation by replacing l with λ = l − δ_l in the centrifugal term:

u″ = [λ(λ+1)/r² − 2/r + β²] u, E = −β²/2.

Insert u = e^(−βr) Σ_j c_j r^(j+λ+1), the solution with the larger power at the origin (λ > −1/2). Equal powers of r give

(j+1)(j+2λ+2) c_(j+1) = 2[β(j+λ+1) − 1] c_j.

A normalisable solution requires the series to stop at some j = n_r, so 1/β = n_r + λ + 1. With n_r = n − l − 1 this is ν = n − δ_l, as required.

**The radial dipole element**

Let ρ_k be the integral of u_s r u_p for the p level with principal number n + k, and let s = ν_p − ν_s = k + Δ. For large ν and small l, the semiclassical function between the turning points is

u = [2/(πν³p)]^(1/2) cos(Φ − π/4), p² = 2/r − 1/ν²,

where Φ(r) is the integral of p from r to the outer turning point. The prefactor follows from normalisation: cos² averages to 1/2, and the integral of dr/p is half the orbital period 2πν³.

In the product u_s u_p, the cosine of the summed phases oscillates rapidly and averages out at leading order. The cosine of the phase difference remains, with a factor 1/2. Because ∂p/∂E = 1/p, the derivative ∂Φ/∂E is the time t taken from the outer turning point to r. The energy difference is s/ν³ at leading order, so the phase difference is st/ν³. Centrifugal terms alter this phase by order 1/ν at r ~ ν². Therefore

ρ_k ≈ (1/(πν³)) ∫ r cos(st/ν³) dt.

Now put r = ν²(1 + cos θ), with θ running from 0 to π. Then

p = (1/ν)[(1 − cos θ)/(1 + cos θ)]^(1/2),
dt = |dr|/p = ν³(1 + cos θ) dθ,
t = ν³(θ + sin θ),

and hence

ρ_k → ν² G(s),
G(s) = (1/π) ∫₀^π (1 + cos θ)² cos[s(θ + sin θ)] dθ.

G is even in s, and G(0) = (1/π)(π + π/2) = 3/2, the mean radius of an elongated orbit divided by ν². At large |s| the decay is set by the sharp turn at the nucleus. There r varies as the 2/3 power of the time to the nucleus, which gives an envelope |s|^(−5/3). Nearby levels therefore dominate the sums below.

**Polarisability**

The gap, expanded in s/ν, is

E_p − E_s = 1/(2ν²) − 1/[2(ν+s)²] = s/ν³ − 3s²/(2ν⁴) + …

The angular element of cos θ between s and p (m = 0) is (√3/2)∫μ²dμ over −1 < μ < 1, which is 1/√3. Thus |⟨p|z|s⟩|² = ρ_k²/3. A field F adds Fz to the energy, and second-order perturbation theory gives

−αF²/2 = −F² Σ_k (ρ_k²/3)/(E_k − E_s),
α = (2/3) Σ_k ρ_k²/(E_k − E_s) → A(Δ) ν⁷,
A(Δ) = (2/3) Σ_k G(k+Δ)²/(k+Δ).

The full sum includes the continuum, whose contribution is negligible at this order because of the decay of G.

Relabelling k shows that A has period 1 in Δ. Since G is even, A is also odd. Hence A(1/2) = A(−1/2) = −A(1/2) = 0: the p levels lie symmetrically about the s level and their leading contributions cancel. The next order, ν⁶, then takes over. At integer Δ the s and p levels coincide and A diverges; a weak field mixes them at once, and the shift is linear in F.

**Resonant dipole coupling**

Place the nuclei a distance R apart along z, with electron positions r₁ and r₂ measured from their own nuclei. With f(a) = 1/|Rẑ + a|, the interaction of the two neutral atoms is

V = f(0) + f(r₂ − r₁) − f(r₂) − f(−r₁).

The constant and linear terms cancel. The quadratic term of f is (3a_z² − a²)/(2R³), and its cross terms leave

V = (x₁x₂ + y₁y₂ − 2z₁z₂)/R³.

For p with m = 0, the states |ns,np⟩ and |np,ns⟩ have equal energy and are coupled by C3/R³, where

C3 = −2ρ₀²/3, |C3| → (2/3) G(Δ)² ν⁴.

The symmetric combination is shifted by −|C3|/R³ and the antisymmetric one by +|C3|/R³. This first-order result requires |C3|/R³ to be small compared with the distance to other coupled pair levels.

**Van der Waals coefficient**

For two ns atoms the first-order shift vanishes. In second order each atom goes to a p state. The xx, yy and zz parts of V lead to different final states, so their squares add: (1 + 1 + 4)/9 = 2/3. Defining the pair shift as −C6/R⁶,

C6 = (2/3) Σ_(k,k′) ρ_k² ρ_k′²/(E_k + E_k′ − 2E_s) → c(Δ) ν¹¹,
c(Δ) = (2/3) Σ_(k,k′) G(k+Δ)² G(k′+Δ)²/(k + k′ + 2Δ).

The limit is taken term by term. At finite ν, the second-order part of the gap can nearly cancel the first for particular pairs; with k′ = −k this happens near k² ≈ 2Δν/3. Such terms carry small weights, but an accidental close coincidence has to be treated separately.

Like A, the prefactor c diverges at integer Δ. Between integers it fails in two further ways.

- At Δ = 1/2 the pair k = 0, k′ = −1 has zero leading gap, a Förster resonance. What remains is −(3/2)(1/4 + 1/4)/ν⁴ = −3/(4ν⁴), so C6 grows as ν¹².
- Between 0 and 1/2, c goes from +∞ to −∞ and must cross zero. The numerical root is Δ = 0.292. There the ν¹¹ term vanishes, and in the large-ν limit the interaction changes from attractive to repulsive. At finite ν the crossing is displaced by order 1/ν; in the model with δ_s = 0.25 it lies near Δ = 0.30 at n = 60.

**Blockade radius**

Let both atoms be driven on resonance with single-atom Rabi frequency Ω (ħ = 1), so that each atom has coupling Ω/2. From |gg⟩ the laser reaches |W⟩ = (|gr⟩ + |rg⟩)/√2 with coupling 2(Ω/2)/√2 = Ω/√2. The coupling from |W⟩ to |rr⟩ is the same, and |rr⟩ is shifted by V_rr = −C6/R⁶. Define R_b by

|C6|/R_b⁶ = Ω, R_b = (|C6|/Ω)^(1/6) ∝ ν^(11/6) at fixed Ω.

For |V_rr| ≫ Ω, the amplitude of |rr⟩ follows that of |W⟩:

i dc_rr/dt = V_rr c_rr + (Ω/√2) c_W, so c_rr ≈ −Ω c_W/(√2 V_rr).

The population of |W⟩ averages 1/2, so the mean double excitation is

P = (1/2) Ω²/(2V_rr²) = (1/4)(R/R_b)¹².

**Worked example and comparison**

Take the round model values δ_s = 0.25, δ_p = 0.05, n = 60 and Ω/2π = 1 MHz. Then Δ = 0.20 and ν = 59.75.

The nearest levels have G(0.2) = 1.4316 and G(−0.8) = 0.6348. Their contributions to A are

(2/3)[1.4316²/0.2 − 0.6348²/0.8] = (2/3)(10.25 − 0.50) = 6.50,

against the full sum 6.486. For c, the two largest contributions are

(2/3)[1.4316⁴/0.4 − 2(1.4316²)(0.6348²)/0.6] = (2/3)(10.50 − 2.75) ≈ 5.2,

against 5.05. The model's own wavefunctions give these scaled coefficients:

n = 60: α/ν⁷ = 6.63, |C3|/ν⁴ = 1.383, C6/ν¹¹ = 5.41
n = 120: α/ν⁷ = 6.56, |C3|/ν⁴ = 1.375, C6/ν¹¹ = 5.24
semiclassical limit: 6.49, 1.366, 5.05

At n = 60 the limiting laws are thus low by about 2%, 1% and 7% of the model values. Between n = 60 and 120 the effective exponents are 6.98, 3.99 and 10.95. Extrapolating the model values to infinite ν reproduces the first two limits to the printed digits and the third to 0.5%. That residue comes from an accidental coincidence of the kind noted above: at n = 120 the pair 124p + 116p lies only 0.35 MHz from 120s + 120s and adds about 0.007 to C6/ν¹¹. If the pairs with k′ = −k and |k| > 1 are left out, the extrapolation gives 5.05, in agreement with the limit.

For Δ = 1/2, the exponents between n = 40 and 80 are 6.00 for α and 12.01 for C6, as predicted. The numerical check covers these laws and the sign change of C6.

In laboratory units, the n = 60 results are α = 4490 MHz/(V/cm)², |C3| = 17.2 GHz μm³ and C6 = 27.1 GHz μm⁶. With C6 = 1.875 × 10²⁰ and Ω = 1.520 × 10⁻¹⁰ in atomic units,

R_b = (1.875 × 10²⁰/1.520 × 10⁻¹⁰)^(1/6) = 1.036 × 10⁵ bohr = 5.48 μm.

The limiting law gives 5.42 μm: the sixth root reduces a 7% error in C6 to about 1%.

**Is the van der Waals law valid there?**

- The outer turning point 2ν² is 0.38 μm, so the two electron clouds are well separated.
- The strongest pair coupling, (2/3)^(1/2) ρ₀²/R³, equals its energy defect at R_c = 1.20 μm. A matrix containing only the couplings of 60s + 60s to pp pairs reproduces −C6/R⁶ at R_b, but gives 0.52 of it at R_c, where other s pairs also mix in and change this factor. Since R_c ∝ (ν⁴ν³)^(1/3) = ν^(7/3), it grows faster than R_b at fixed Ω.
- The reduced 60s–60p wavelength is about 7.8 mm, so retardation is negligible.
- The pair 61s + 59s lies about 3/ν⁴ away, here 1549 MHz. Its coupling to 60s + 60s at R_b is 0.10 MHz, so the mixing is small.

The model also has closer but far more weakly coupled pairs: 65s + 56s lies 155 MHz away with coupling 0.0015 MHz at R_b, and 68p + 54p lies about 200 MHz away with coupling 0.05 MHz at 3.3 μm, so both mix negligibly. Resonances involving d states are assumed absent. For a real atom they must be checked from its levels.

The simulation decision can now be made. The mean double excitation is 0.375 without interaction and still 0.216 at R_b, so R_b is a scale and not a sharp edge. It falls to 0.018 at 0.8R_b = 4.4 μm and to 0.0005 at 0.6R_b = 3.3 μm. For an isolated pair, if an average double population of 10⁻³ is tolerable, the doubly excited state may be dropped at 3.3 μm for a few periods 2π/Ω, but must be kept at 4.4 μm.

In an array, a small population is not enough. Even when it is hardly populated, |rr⟩ shifts |rg⟩ and |gr⟩ by −Ω²/(4V_rr) and couples them with the same strength. These terms are of first order in Ω/V_rr, and their effect on the phases grows with time. In a chain of three atoms spaced by 3.3 μm, dropping the doubly excited states of neighbours without replacement makes the excitation probabilities wrong by up to 0.05 within five periods and 0.29 within twenty. If the second-order terms are kept in the reduced Hamiltonian, the errors fall to 0.006 and 0.02. For chains of up to seven atoms and square arrays up to 3 × 3 at this spacing, with only nearest-neighbour double excitations removed and the second-order terms kept, the errors stay below about 0.01 within five periods and 0.04 within twenty. The gain from the second-order terms depends on geometry: it is large in the chains and the 3 × 3 array, small for 2 × 2 and absent for 2 × 3. So in such arrays at 3.3 μm the doubly excited states of nearest neighbours may be removed from the state space, and retaining their second-order effect is the safe choice.

Computed values

```
delta_s = 0.25, delta_p = 0.05, D = 0.20, n = 60, nu = 59.75
Rabi frequency Omega/2pi = 1.0 MHz = 1.5198e-10 hartree
hydrogen 1s polarisability check = 4.500000 a.u.
k, s, G(s), exact radial element/nu^2 at n=60:
  -2 -1.80  -0.16812  -0.16054
  -1 -0.80   0.63478   0.61718
   0  0.20   1.43156   1.44029
   1  1.20   0.07246   0.07886
   2  2.20  -0.03498  -0.03880
semiclassical A = 6.4860, extrapolated exact = 6.4860
semiclassical C3/nu^4 = 1.3662, extrapolated = 1.3662
semiclassical c = 5.0507, extrapolated exact = 5.0749
n, alpha/nu^7, C3/nu^4, C6/nu^11 (a.u.), R_b (micrometre):
   40   6.7039   1.3912   5.5895    2.610
   60   6.6318   1.3830   5.4110    5.480
   80   6.5956   1.3788   5.3216    9.279
  120   6.5592   1.3747   5.2389   19.499
exponents in nu from n=60 to 120 (alpha, C3, C6): 6.984 3.991 10.954
D=1/2, exponents n=40 to 80: alpha 6.000, C6 12.006
c(D) changes sign at D = 0.2916
n=60: E(60p)-E(60s) = 9.3291e-07 hartree
n=60: radial element 60s-60p = 5141.9 bohr
n=60: alpha = 1.8030e+13 a.u.
  = 4486.5 MHz/(V/cm)^2
n=60: alpha from 17 bound p levels = 1.8030e+13 a.u.
n=60: |C3| = 1.7626e+07 a.u.
  = 17.186 GHz micrometre^3
n=60: C6 = 1.8750e+20 a.u.
  = 27.09 GHz micrometre^6
n=60: R_b = 1.0356e+05 bohr = 5.480 micrometre
R_b from leading scaling law = 5.418 micrometre
outer turning point 2 nu^2 = 0.378 micrometre
crossover radius R_c = 1.197 micrometre
pair-matrix shift/(-C6/R^6): at R_b 1.00001, at R_c 0.518
reduced 60s-60p wavelength = 7773 micrometre
gap to 61s+59s pair = -1549.4 MHz
coupling to 61s+59s at R_b = 0.1015 MHz
R/R_b, mean double excitation, (1/4)(R/R_b)^12:
  0.6 0.000546 0.000544
  0.8 0.018483 0.017180
  1.0 0.216216 0.250000
mean double excitation without interaction = 0.3750
```
